# Polarized absorption of a strain-split acceptor into a spin-1/2 level

## Problem

The ground level of a shallow acceptor in a cubic semiconductor such as silicon or germanium holds one hole in four degenerate states. They behave as the states $|3/2,m\rangle$ of an angular momentum $J=3/2$. A weak uniaxial stress along a unit vector $\mathbf n$ splits the level into two doublets. Far-infrared light then lifts the hole to an excited level that transforms as a spin 1/2 of odd parity, written $\Gamma_6^-$. Treat the light in the electric-dipole approximation, with no magnetic field.

(a) For stress along [001], find the energies of the two ground doublets, and show that the strain does not split the final level.

(b) Find the dipole matrix elements between the ground states and the final states in terms of a single constant.

(c) Show that the doublet $m=\pm3/2$ absorbs only light polarized perpendicular to $\mathbf n$, and that the doublet $m=\pm1/2$ absorbs parallel and perpendicular light in the ratio 4:1.

(d) Extend the result to a tilted polarization and to thermal populations.

(e) A cubic crystal has a second kind of odd doublet, $\Gamma_7^-$. Does the rule of part (c) hold for it?

(f) Evaluate the spectrum for a compression of 10 MPa along [001] at 4 K. Treat the excited level as isolated, and use these rough values, in the regime of boron in silicon: deformation potential $|b'|=1.5$ eV, elastic constants $c_{11}=165$ GPa and $c_{12}=65$ GPa, unstrained transition energy 40 meV, and full linewidth at half maximum 0.1 meV.

(g) Estimate how far the neglected effects move the ratios.

## Solution

### (a) The strain splitting

Energies are those of the hole, so the ground level is the lowest. The $z$ axis is along the stress, and compressive stress is negative. A strain is a symmetric tensor. Its traceless part can act on the quartet only through products of two components of $\mathbf J$. For [001] stress there are no shear strains, and

$$H=-|b'|\sum_{i=x,y,z}\varepsilon_{ii}\left(J_i^2-\tfrac54\right).$$

The sign is the one for which compression favours $m=\pm1/2$. The trace of the strain moves the whole level. It is assumed to move the excited level equally, and it is left out.

Since $\varepsilon_{xx}=\varepsilon_{yy}$ and $J_x^2+J_y^2=\tfrac{15}{4}-J_z^2$, the $x$ and $y$ terms together contain

$$J_x^2+J_y^2-\tfrac52=\tfrac54-J_z^2 .$$

Therefore

$$H=-|b'|(\varepsilon_{zz}-\varepsilon_{xx})\left(J_z^2-\tfrac54\right).$$

The last bracket is $+1$ for $m=\pm3/2$ and $-1$ for $m=\pm1/2$, so

$$E_{3/2}=-|b'|(\varepsilon_{zz}-\varepsilon_{xx}),\qquad E_{1/2}=+|b'|(\varepsilon_{zz}-\varepsilon_{xx}).$$

The splitting is $\Delta=2|b'||\varepsilon_{zz}-\varepsilon_{xx}|$. Under compression $\varepsilon_{zz}-\varepsilon_{xx}<0$, and the $1/2$ doublet is the lower one. Tension reverses the order.

For a spin 1/2 the square of every component is $\tfrac14$, a plain number. The traceless strain therefore has no operator to act through, and to first order it neither splits nor shifts the final level. Higher orders can shift it, but they cannot split it, because time reversal keeps the two states of a single hole degenerate.

For [111] stress the Hamiltonian is again proportional to $(\mathbf J\cdot\mathbf n)^2-\tfrac54$, with a second deformation potential $d'$ in place of $b'$. The doublets are again pure states of $|\mathbf J\cdot\mathbf n|$. Part (g) treats [110], where this can fail.

### (b) The matrix elements

Let $\mathbf D$ be the dipole operator and $D_\pm=D_x\pm iD_y$. If the acceptor had full rotational symmetry, $\mathbf D$ would obey $[J_i,D_j]=i\sum_k\epsilon_{ijk}D_k$, where $\mathbf J$ is the total angular momentum, equal to 3/2 in the ground level and 1/2 in the final one.

A cubic crystal has fewer symmetries, but for this final level the outcome is the same. Acting with a vector on the quartet gives $3\times4=12$ states, which under rotations form $F=1/2$, $3/2$ and $5/2$. In a cubic field $F=1/2$ becomes $\Gamma_6$ and $F=3/2$ becomes the quartet $\Gamma_8$. To see what $F=5/2$ becomes, use the traces of the rotation matrices. For a rotation by an angle $\varphi$ the trace is $\sin[(2F+1)\varphi/2]/\sin(\varphi/2)$.

- At $90^\circ$ this gives $\sqrt2$, $0$ and $-\sqrt2$ for $F=1/2$, $3/2$ and $5/2$. At $120^\circ$ it gives $1$, $-1$ and $0$.
- The doublet $\Gamma_7$ has the traces of $\Gamma_6$ with the sign reversed at $90^\circ$, that is $-\sqrt2$ and $1$.
- The traces $(-\sqrt2,0)$ of $F=5/2$ are therefore the sum of those of $\Gamma_7$ and $\Gamma_8$.

So $\Gamma_6$ occurs once among the twelve states, and it comes from $F=1/2$. The cubic matrix elements can then differ from the rotational ones by no more than a common factor, and the commutators may be used to find their ratios.

Three commutators are needed. The first is $[J_z,D_\pm]=\pm D_\pm$, which with $[J_z,D_z]=0$ says that $D_z$ keeps $m$ and $D_\pm$ changes it by $\pm1$. The other two are

$$[J_-,D_-]=-i[J_x,D_y]-i[J_y,D_x]=D_z-D_z=0,$$

$$[J_-,D_z]=[J_x,D_z]-i[J_y,D_z]=-iD_y+D_x=D_- .$$

The final level has $m=\pm1/2$. From $m=3/2$ it can be reached only by lowering $m$ by one, so there is one nonzero element, which serves as the constant:

$$A=\langle\tfrac12,\tfrac12|D_-|\tfrac32,\tfrac32\rangle .$$

The ladder relations are $J_-|\tfrac32,\tfrac32\rangle=\sqrt3\,|\tfrac32,\tfrac12\rangle$ and $J_+|\tfrac12,-\tfrac12\rangle=|\tfrac12,\tfrac12\rangle$. The conjugate of the second is $\langle\tfrac12,-\tfrac12|J_-=\langle\tfrac12,\tfrac12|$. Take $[J_-,D_-]=0$ between $\langle\tfrac12,-\tfrac12|$ and $|\tfrac32,\tfrac32\rangle$:

$$0=A-\sqrt3\,\langle\tfrac12,-\tfrac12|D_-|\tfrac32,\tfrac12\rangle
\quad\Rightarrow\quad
\langle\tfrac12,-\tfrac12|D_-|\tfrac32,\tfrac12\rangle=\frac{A}{\sqrt3}.$$

Next take $[J_-,D_z]=D_-$ between $\langle\tfrac12,\tfrac12|$ and $|\tfrac32,\tfrac32\rangle$. Here $\langle\tfrac12,\tfrac12|J_-=0$, because $J_+|\tfrac12,\tfrac12\rangle=0$. What remains is

$$-\sqrt3\,\langle\tfrac12,\tfrac12|D_z|\tfrac32,\tfrac12\rangle=A
\quad\Rightarrow\quad
\langle\tfrac12,\tfrac12|D_z|\tfrac32,\tfrac12\rangle=-\frac{A}{\sqrt3}.$$

The numerical output gives these two ratios as $0.5774$ and $-0.5774$. They were computed there from explicit states, an s-like and a p-like envelope each combined with a band spin 3/2.

### (c) The polarization rule

The strength of a line for polarization $\mathbf e$ is $|\langle f|\mathbf e\cdot\mathbf D|i\rangle|^2$, summed over the two final states and averaged over the two initial states of the doublet. A half-turn about $x$ exchanges $m$ and $-m$, keeps $D_x$ and reverses $D_z$. States $m$ and $-m$ therefore have equal strengths, and it is enough to treat $m>0$.

For perpendicular light use $D_x=\tfrac12(D_++D_-)$. The part $D_+$ would lead from $m=3/2$ to $5/2$ and from $m=1/2$ to $3/2$, which the final level does not contain. Only $D_-$ contributes:

$$S_\perp(\tfrac32)=\left|\frac A2\right|^2=\frac{|A|^2}{4},\qquad
S_\perp(\tfrac12)=\left|\frac{A}{2\sqrt3}\right|^2=\frac{|A|^2}{12}.$$

For parallel light $D_z$ keeps $m$, so

$$S_\parallel(\tfrac32)=0,\qquad S_\parallel(\tfrac12)=\frac{|A|^2}{3}.$$

In units of $|A|^2/12$ the strengths are:

| Ground doublet | Parallel | Perpendicular |
|---|---|---|
| $\pm3/2$ | 0 | 3 |
| $\pm1/2$ | 4 | 1 |

This is the required rule. The zero follows from conservation of angular momentum about the stress axis: parallel light carries none along that axis, and the final level has no state with $\lvert m\rvert=3/2$.

Each column adds up to 4. When the stress is removed and the four states are equally populated, the absorption no longer depends on polarization, as it must in a cubic crystal. The sum also links the two parts of the rule. Since the $3/2$ doublet has no parallel strength, the $1/2$ doublet holds all four parallel units. Its ratio of 4:1 then leaves it one perpendicular unit, and the other three must belong to the $3/2$ doublet.

### (d) Tilted polarization and temperature

Let $\mathbf e=\mathbf n\cos\theta+\hat{\mathbf x}\sin\theta$. From $m=1/2$, the operator $D_z$ leads to the final state $m=1/2$ and $D_x$ to the final state $m=-1/2$. Different final states do not interfere, so the strengths add without a cross term:

$$S(\tfrac32)=3\sin^2\theta,\qquad S(\tfrac12)=4\cos^2\theta+\sin^2\theta .$$

Light that travels along $\mathbf n$ has $\theta=90^\circ$ for every polarization. It can never show the 4:1 ratio. To see it, the light must travel across the stress axis.

Let $p_{3/2}$ and $p_{1/2}$ be the total populations of the doublets, with $p_{3/2}+p_{1/2}=1$. If the two lines are not resolved, the ratio of the summed absorptions is

$$R=\frac{4p_{1/2}}{3p_{3/2}+p_{1/2}} .$$

For $kT\gg\Delta$ both populations are $\tfrac12$ and $R=1$. For $kT\ll\Delta$, compression gives $R=4$ and tension gives $R=0$. The resolved lines keep their own ratios at any temperature. Only their heights change.

### (e) The other doublet, $\Gamma_7^-$

As found in part (b), $\Gamma_7$ differs from $\Gamma_6$ by a sign under $90^\circ$ rotations. The product $xyz$ of the cubic coordinates changes in the same way: a $90^\circ$ turn about $z$ takes $x\to y$, $y\to-x$ and so $xyz\to-xyz$, while a $120^\circ$ turn about [111] leaves it unchanged. The corresponding operator on the quartet is

$$U=\{J_z,\{J_x,J_y\}\},\qquad \{J_x,J_y\}=\frac{J_+^2-J_-^2}{2i},$$

where $\{a,b\}=ab+ba$ and the axes are the cubic ones. Up to a factor this is the sum of $J_xJ_yJ_z$ over all orders, since the terms from reordering cancel.

If $M_k$ are the dipole matrices from the quartet to $\Gamma_6^-$, then the matrices $M_kU$ have the symmetry required for $\Gamma_7^-$: the sign from $U$ supplies the sign by which the two doublets differ. Because $\Gamma_7$ also occurs once among the twelve states of part (b), these are the dipole matrices for $\Gamma_7^-$, up to a constant. A ground state $|i\rangle$ thus absorbs into $\Gamma_7^-$ as $U|i\rangle$ absorbs into $\Gamma_6^-$.

**Stress along [001].** $U$ changes $m$ by $\pm2$, so it links $3/2$ with $-1/2$ and $1/2$ with $-3/2$. Both elements of $J_+^2$ equal $2\sqrt3$. The anticommutator with $J_z$ multiplies them by $\tfrac32-\tfrac12=1$ and by $\tfrac12-\tfrac32=-1$. The magnitudes agree, so $U$ exchanges the doublets without distorting them, and the rows of the table are interchanged. Now the $3/2$ doublet has strengths in the ratio 4:1, and the $1/2$ doublet absorbs only perpendicular light.

**Stress along [111].** $U$ is unchanged by a $120^\circ$ turn about $\mathbf n$, so it can change $\mathbf J\cdot\mathbf n$ only by 0 or $\pm3$. It therefore maps each doublet onto itself. The equal magnitudes found for [001] show that $U^2$ is a multiple of the unit matrix, so on each doublet $U$ is a unitary map times the same constant. The strengths averaged over a doublet are unchanged, and the table keeps its original form.

The numerical output shows both results for a $\Gamma_7^-$ level isolated from $F=5/2$. The words "spin-1/2 level" in the rule must therefore mean $\Gamma_6^-$, not just any doublet. Conversely, [001] stress can tell the two kinds apart, provided it is known which ground doublet is the lower one. Stress along [111] alone cannot, because both kinds then follow the same table.

### (f) The example

Subtracting Hooke's law for $\sigma_{xx}=0$ from that for $\sigma_{zz}=X$ gives $X=(c_{11}-c_{12})(\varepsilon_{zz}-\varepsilon_{xx})$. Hence

$$\varepsilon_{zz}-\varepsilon_{xx}=\frac{-0.010\ \text{GPa}}{100\ \text{GPa}}=-1.0\times10^{-4}.$$

With $|b'|=1500$ meV the doublets lie at $E_{3/2}=+0.15$ meV and $E_{1/2}=-0.15$ meV, so $\Delta=0.30$ meV.

A hole that starts from the lower doublet needs the larger photon energy:

- from $\pm1/2$: $40+0.15=40.15$ meV, or 30.88 µm;
- from $\pm3/2$: $40-0.15=39.85$ meV, or 31.11 µm.

At 4 K, $kT=0.345$ meV, which is close to the splitting. The population ratio is $e^{-0.30/0.345}=0.42$, so $p_{1/2}=0.705$ and $p_{3/2}=0.295$. Multiplying the table by these populations gives the line areas. The factor of the photon energy, which differs by under 1% between the two lines and would raise $R$ below from 1.77 to 1.78, is left out:

- 40.15 meV line: parallel $4\times0.705=2.82$, perpendicular $0.705$;
- 39.85 meV line: parallel $0$, perpendicular $3\times0.295=0.885$.

In perpendicular light the upper doublet gives the stronger line although it holds fewer holes, because its strength is three times larger. The summed areas give $R=2.82/(0.885+0.705)=1.77$. An unresolved measurement would thus show much less than the ratio of 4.

### (g) What the ideal rule leaves out

**Mixing of the final level.** Strain couples the final level to other p-like levels. Take a p envelope with band spin 3/2, and place the $F=5/2$ and $F=3/2$ levels 3 meV and 7 meV below the final one (values chosen for illustration). Let the strain act on the band spin with the same $|b'|$ as in the ground level, which is a further assumption. Diagonalizing this model lowers the ratio for the $1/2$ doublet from 4 to 3.74, and shifts the final level by 0.004 meV. The two neighbours act in opposite directions: the $F=5/2$ level alone would give 3.56 and the $F=3/2$ level alone 4.22. The change in the ratio is linear in weak strain, so at this order it reverses sign under tension. The zero for the $3/2$ doublet survives, because in this model the strain conserves angular momentum about $z$.

**Mixing of the ground level.** With the next even level about 30 meV away, the mixed amplitude is of order $0.15/30=0.005$. Whether this changes the 4:1 ratio depends on the kind of level. Another even quartet, $\Gamma_8^+$, leaves the ratio at 4: [001] strain adds to each $|m\rangle$ only the state of the other quartet with the same $m$, by equal amounts for $m=\pm\tfrac12$, and the dipole elements of that quartet to the final level stand in the same ratios. An even doublet $\Gamma_7^+$ has no dipole element to $\Gamma_6^-$. Only an even doublet $\Gamma_6^+$ changes the ratio in first order, by roughly 2% if its dipole elements are comparable with the main ones.

**Overlap of the lines.** For Lorentzian lines of equal width, each line at the centre of the other has fallen to

$$\frac{1}{1+(2\times0.30/0.10)^2}=\frac1{37}=0.027$$

of its peak. At 39.85 meV the parallel absorption is then $2.82\times0.027=0.076$ and the perpendicular absorption $0.885+0.705\times0.027=0.904$. The observed ratio is 0.084 instead of zero. At 40.15 meV it is 3.87 instead of 4.

**Polarizer error.** If both polarizer settings are turned by $3^\circ$ in the plane containing $\mathbf n$, the $3/2$ doublet shows a ratio of $\tan^2 3^\circ=0.0027$, and the $1/2$ doublet shows 3.96.

**Stress along [110].** Here both deformation potentials enter. Let $r$ be the strength of the shear term relative to its isotropic value:

$$H\propto\tfrac12(J_x^2+J_y^2)-\tfrac54+\tfrac r2\{J_x,J_y\}.$$

Between states whose $m$ along the cubic $z$ axis differs by 2, this is a $2\times2$ matrix with diagonal elements $\mp\tfrac12$ and an off-diagonal element of magnitude $\tfrac{\sqrt3}{2}r$. Its eigenvectors are set by half the angle $\arctan(\sqrt3\,r)$. That angle is $60^\circ$ for $r=1$, where the doublets are pure, and $69.0^\circ$ for $r=1.5$, a value chosen for illustration. The states are thus turned by $4.5^\circ$, and the parallel strength of the $3/2$-like doublet is $\tan^2 4.5^\circ\approx0.006$ of that of the other.

The 4:1 ratio of the $1/2$-like doublet changes much more. In perpendicular light the admixed $3/2$ state reaches the same final state as the $1/2$ state, with an amplitude $\sqrt3$ times as large, so the two interfere. In the units of the table the perpendicular strength becomes $(\cos4.5^\circ\pm\sqrt3\sin4.5^\circ)^2$, with the plus sign for light polarized along [001] and the minus sign for light along $[1\bar10]$. The parallel strength is $4\cos^2 4.5^\circ$, so the ratio is about 3.1 in the first case and 5.4 in the second. For $r<1$ the two signs are interchanged. In terms of the material constants $r=|d'|(c_{11}-c_{12})/(2\sqrt3\,|b'|c_{44})$. The deformation potentials reported for boron in silicon put $r$ within about 5% of 1, where the ratio stays between about 3.9 and 4.1, so $r=1.5$ exaggerates the effect for that acceptor.

**Comparison with a real acceptor.** Boron in silicon binds its hole by roughly 45 meV, so a 40 meV transition to a shallow excited level is in the right range. The isolated final level of part (f) is an idealization, however. Effective-mass theory for silicon places several odd levels within a few tenths of a meV of each other in this range, among them a $\Gamma_7^-$ doublet near the $\Gamma_6^-$ one. Under [001] stress these two doublets follow opposite rules, so their overlapping lines can hide the simple pattern of part (f). The model for the final-level mixing treats the band spin as a pure 3/2. In silicon this is a rough assumption, because the spin-orbit splitting of the valence band, about 44 meV, is no larger than the binding energy. The model also omits the d-like part of the ground state and the short-range potential of the impurity. The impurity site in silicon is tetrahedral and has no inversion centre, so parity is only an approximate label there. The table survives this, because the final doublet still occurs only once among the twelve states. The table of part (c) rests on symmetry and does not depend on these details, provided the strain energy is small against the distance to the nearest odd level that the strain can mix into the final one. The value 3.74 does depend on them. In this model a closer $F=5/2$ level gives a larger correction, and one on the other side of the final level can reverse its sign, so 3.74 is an illustration and not a prediction for boron. With the $F=5/2$ level only 0.3 meV below the final one the same model gives a ratio of 1.8, and with it 0.3 meV above, about 30, while the zero of the $3/2$ doublet remains. Where an odd quartet lies that close, 10 MPa is already too large a stress for the 4:1 ratio to hold. With the values assumed here and stress along [001], final-level mixing is the largest of the corrections to the 4:1 ratio evaluated here, about 7% of it, while line overlap does most to fill in the missing parallel line.

## Computed values

```
Strengths in units of |A|^2/12, final level Gamma6-
3/2 doublet, parallel: 0
3/2 doublet, perpendicular: 3
1/2 doublet, parallel: 4
1/2 doublet, perpendicular: 1
<-1/2|D_-|1/2>/A: 0.5774
<1/2|D_z|1/2>/A: -0.5774
Final level Gamma7-, relative (parallel, perpendicular)
[001] 3/2 doublet: 4.000, 1.000
[001] 1/2 doublet: 0.000, 3.000
[111] 3/2 doublet: 0.000, 3.000
[111] 1/2 doublet: 4.000, 1.000
Example inputs (rough)
stress along [001]: -10 MPa
c11: 165 GPa
c12: 65 GPa
|b'|: 1.5 eV
unstrained transition: 40 meV
temperature: 4 K
linewidth (FWHM): 0.1 meV
F=5/2 level below final level by: 3 meV
F=3/2 level below final level by: 7 meV
next even level above ground by: 30 meV
Example results
strain difference zz-xx: -0.0001
3/2 doublet energy: 0.15 meV
1/2 doublet energy: -0.15 meV
splitting: 0.3 meV
kT: 0.3447 meV
population of 3/2 doublet: 0.295
population of 1/2 doublet: 0.705
line from 3/2 doublet: 39.85 meV
line from 3/2 doublet: 31.11 um
line from 1/2 doublet: 40.15 meV
line from 1/2 doublet: 30.88 um
total parallel/perpendicular, both lines: 1.77
Neglected effects
1/2 doublet ratio with final-level mixing: 3.74
second-order shift of final level: 0.004 meV
ground-level mixing amplitude, estimate: 0.005
Lorentzian tail at the other line: 0.027
overlap: par/perp seen at 3/2 line: 0.084
overlap: par/perp seen at 1/2 line: 3.87
polarizer error: 3 degrees
tilt: par/perp of 3/2 doublet: 0.0027
tilt: par/perp of 1/2 doublet: 3.96
[110] stress, shear anisotropy factor: 1.5
[110] parallel strength, 3/2-like over 1/2-like: 0.0061
```
